# Effective Lifetime of a Thin Film with Two Equal Recombining Surfaces: test program

```python
"""Effective lifetime of a film with two equal recombining faces.

Result under test: 1/tau_eff = 1/tau_bulk + 1/tau_s,
    tau_s = W^2/(4 D u^2),  u tan(u) = S W/(2 D),  0 < u < pi/2,
    W/(2S) + W^2/(12 D) < tau_s < W/(2S) + W^2/(pi^2 D).
W: thickness (cm), D: diffusivity (cm^2/s), S: surface recombination
velocity (cm/s), tau: lifetimes (s). The independent road is a
finite-volume model built from carrier balance in thin slices.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal, expm
from scipy.optimize import brentq


def even_root(S, D, W):
    h = S * W / (2 * D)
    return brentq(lambda u: u * np.sin(u) - h * np.cos(u), 0, np.pi / 2,
                  xtol=1e-15, rtol=1e-14)


def odd_root(S, D, W):
    h = S * W / (2 * D)
    return brentq(lambda u: u * np.cos(u) + h * np.sin(u), np.pi / 2, np.pi)


def tau_surface(S, D, W):
    return W**2 / (4 * D * even_root(S, D, W)**2)


def tau_total(S, D, W, bulk_rate):
    return 1 / (1 / tau_surface(S, D, W) + bulk_rate)


def slices(S_left, S_right, D, W, cells=400, bending=None, bending_face=0.0):
    """Diagonal and off-diagonal of the symmetric loss-rate matrix.
    bending: hole energy gain / kT in each slice (zero for flat bands)."""
    dx = W / cells
    y = np.zeros(cells) if bending is None else bending
    hop = D / dx**2
    diagonal = np.zeros(cells)
    diagonal[:-1] += hop * np.exp((y[1:] - y[:-1]) / 2)
    diagonal[1:] += hop * np.exp((y[:-1] - y[1:]) / 2)
    for cell, S in ((0, S_left), (-1, S_right)):
        boost = np.exp(bending_face - y[cell])
        diagonal[cell] += S * boost / (1 + S * dx / (2 * D)) / dx
    return diagonal, -hop * np.ones(cells - 1)


def slice_modes(*args, count=2, **kwargs):
    diagonal, off = slices(*args, **kwargs)
    return eigh_tridiagonal(diagonal, off, select='i',
                            select_range=(0, count - 1))


def dense(diagonal, off):
    return np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)


# ---- inputs of the example: rough typical values for n-type InP ----
T = 300.0
kT_eV = const.k * T / const.e
mobility = 120.0              # holes, cm^2/Vs
W = 1000e-7                   # cm
S0 = 1e4                      # cm/s
tau_bulk = 50e-9              # s
doping = 1e17                 # cm^-3
excess = 1e15                 # cm^-3
B_rad = 1e-10                 # radiative coefficient, cm^3/s
D = mobility * kT_eV
bulk_rate = 1 / tau_bulk
sweep = [1e3, 1e4, 1e5, 1e6]

# ---- slice model against the mode equations, and the surface share ----
for S in sweep:
    rates, shapes = slice_modes(S, S, D, W)
    u = even_root(S, D, W)
    assert abs(rates[0] * tau_surface(S, D, W) - 1) < 1e-4
    assert abs(rates[1] / (4 * D * odd_root(S, D, W)**2 / W**2) - 1) < 2e-4
    shape = np.abs(shapes[:, 0])
    face = shape[0] / (1 + S * (W / 400) / (2 * D))
    assert abs(face / shape.mean() - u / np.tan(u)) < 1e-3
    # uniform steady generation at unit rate, no bulk loss
    steady = np.linalg.solve(dense(*slices(S, S, D, W)), np.ones(400)).mean()
    assert abs(steady / (W / (2 * S) + W**2 / (12 * D)) - 1) < 1e-4

# ---- integral form of g(u), its rise, and the two bounds ----
g_values = []
for u in np.linspace(0.1, np.pi / 2, 30):
    g = quad(lambda t: t * np.sin(u * t) / np.sin(u), 0, 1)[0]
    assert abs(g - (1 - u / np.tan(u)) / u**2) < 1e-10
    g_values.append(g)
assert np.all(np.diff(g_values) > 0)
S_scan = np.logspace(2.5, 8, 1500)
tau_scan = np.array([tau_surface(S, D, W) for S in S_scan])
upper = W / (2 * S_scan) + W**2 / (np.pi**2 * D)
lower = W / (2 * S_scan) + W**2 / (12 * D)
assert np.all(lower < tau_scan) and np.all(tau_scan < upper)
sum_error = upper / tau_scan - 1
worst = int(np.argmax(sum_error))
assert 0 < worst < len(S_scan) - 1

# ---- scaling in the two limits, taken from the slice model ----


def slice_tau(S, D_, W_):
    return 1 / slice_modes(S, S, D_, W_, count=1)[0][0]


for S, power_D, power_W, power_S in ((10.0, 0, 1, -1), (1e9, -1, 2, 0)):
    base = slice_tau(S, D, W)
    step = np.log(1.1)
    assert abs(np.log(slice_tau(S, 1.1 * D, W) / base) / step - power_D) < .01
    assert abs(np.log(slice_tau(S, D, 1.1 * W) / base) / step - power_W) < .01
    assert abs(np.log(slice_tau(1.1 * S, D, W) / base) / step - power_S) < .01

# ---- decay in time after excitation from one side, bulk loss included ----
cells = 200
depth = (np.arange(cells) + 0.5) * W / cells
front_lit = np.exp(-depth / 200e-7)
apparent = []
times = [0.02e-9, 0.1e-9, 0.3e-9, 1e-9]
for S, wait in ((S0, 6e-9), (1e6, 2.5e-9)):
    loss = dense(*slices(S, S, D, W, cells=cells)) + bulk_rate * np.eye(cells)
    late = expm(-loss * wait) @ front_lit
    later = expm(-loss * 0.2e-9) @ late
    measured = 0.2e-9 / np.log(late.sum() / later.sum())
    assert abs(measured / tau_total(S, D, W, bulk_rate) - 1) < 3e-4
    if S == 1e6:
        for t in times:
            n = expm(-loss * t) @ front_lit
            apparent.append(n.sum() / (loss @ n).sum())

# ---- size of neglected effects for the main case ----
tau0 = tau_total(S0, D, W, bulk_rate)
hole_mass = 0.6 * const.m_e
electron_mass = 0.08 * const.m_e
speed = 100 * np.sqrt(8 * const.k * T / (np.pi * hole_mass))
free_path = 3 * D / speed
uneven = 1 / (slice_modes(0.5 * S0, 1.5 * S0, D, W)[0][0] + bulk_rate)
recycled = tau_total(S0, D, W, bulk_rate - B_rad * doping)
D_electron = 3000 * kT_eV
D_ambipolar = (doping + 2 * excess) / ((doping + excess) / D
                                       + excess / D_electron)
Nc = 2 * (electron_mass * const.k * T
          / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
confinement = (const.hbar * np.pi / (W * 0.01))**2 / (2 * hole_mass)
warm = 350.0
D_warm = mobility * (warm / T)**-2 * const.k * warm / const.e
tau_warm = tau_total(S0 * np.sqrt(warm / T), D_warm, W, bulk_rate)

# residual surface charge: band bending that draws holes to both faces
charge = 1e11                                     # cm^-2
permittivity = 12.5 * const.epsilon_0 / 100       # F/cm
debye = np.sqrt(permittivity * kT_eV / (const.e * doping))
field = const.e * charge / permittivity           # V/cm


def slope(y):
    y = max(float(y), 0.0)
    return np.sqrt(2 * max(np.expm1(-y) + y, 0.0)) / debye


y_face = brentq(lambda y: slope(y) - field / kT_eV, 1e-6, 50)
stored = quad(lambda y: np.expm1(y) / slope(y), 1e-4, y_face)[0]
fine = 1000
x_fine = (np.arange(fine) + 0.5) * W / fine
to_face = np.minimum(x_fine, W - x_fine)
profile = solve_ivp(lambda x, y: [-slope(y[0])], (0, W / 2), [y_face],
                    t_eval=to_face[:fine // 2], rtol=1e-8, atol=1e-11,
                    max_step=W / 500).y[0]
bending = np.concatenate([profile, profile[::-1]])
charged_rate = slice_modes(S0, S0, D, W, cells=fine, bending=bending,
                           bending_face=y_face)[0][0]
S_raised = S0 * np.exp(y_face)
estimate = tau_surface(S_raised, D, W) + stored / S_raised
assert abs(estimate * charged_rate - 1) < 0.04    # thin-layer estimate
tau_charged = 1 / (charged_rate + bulk_rate)

# ---- printed numbers ----
ns = 1e9
print(f"Temperature {T:.0f} K, kT = {kT_eV:.5f} eV")
print(f"Hole mobility {mobility:.0f} cm2/Vs, D = {D:.3f} cm2/s")
print(f"Thickness {W*1e7:.0f} nm, S = {S0:.0e} cm/s")
print(f"Bulk lifetime {tau_bulk*ns:.0f} ns")
print(f"Doping {doping:.0e}, excess {excess:.0e} cm^-3")
print(f"Main case: SW/D = {S0*W/D:.4f}, h = {S0*W/(2*D):.4f}")
print(f"  root u = {even_root(S0, D, W):.5f}")
print(f"  W/(2S) = {W/(2*S0)*ns:.4f} ns")
print(f"  W^2/(pi^2 D) = {W**2/(np.pi**2*D)*ns:.4f} ns")
print(f"  W^2/(12 D) = {W**2/(12*D)*ns:.4f} ns")
print(f"  tau_s = {tau_surface(S0, D, W)*ns:.4f} ns")
print(f"  tau_eff = {tau0*ns:.4f} ns")
print("S sweep: S cm/s | SW/D | u | lower, tau_s, upper ns | share | tau_eff ns")
for S in sweep:
    u = even_root(S, D, W)
    a = W / (2 * S)
    print(f"  {S:.0e} | {S*W/D:.4f} | {u:.4f} | "
          f"{(a + W**2/(12*D))*ns:.4f}, {tau_surface(S, D, W)*ns:.4f}, "
          f"{(a + W**2/(np.pi**2*D))*ns:.4f} | {u/np.tan(u):.4f} | "
          f"{tau_total(S, D, W, bulk_rate)*ns:.4f}")
print("W sweep at S = 1e5 cm/s: W nm | SW/D | tau_s ns | local power of W")
for width in (1e-5, 1e-4, 1e-3, 1e-2):
    power = np.log(tau_surface(1e5, D, width * 1.001)
                   / tau_surface(1e5, D, width / 1.001)) / (2 * np.log(1.001))
    print(f"  {width*1e7:.0f} | {1e5*width/D:.3f} | "
          f"{tau_surface(1e5, D, width)*ns:.4f} | {power:.3f}")
S_cross = np.pi**2 * D / (2 * W)
u_cross = even_root(S_cross, D, W)
print(f"Equal terms: SW/D = {S_cross*W/D:.4f}, S = {S_cross:.3e} cm/s")
print(f"  surface share there = {u_cross/np.tan(u_cross):.4f}")
print(f"Largest error of the sum = {100*sum_error[worst]:.2f} %")
print(f"  found at SW/D = {S_scan[worst]*W/D:.2f}")
print("Front-lit (200 nm decay), S = 1e6 cm/s: time ns | apparent lifetime ns")
for t, value in zip(times, apparent):
    print(f"  {t*ns:.2f} | {value*ns:.4f}")
for S in (S0, 1e6):
    tau_odd = W**2 / (4 * D * odd_root(S, D, W)**2)
    print(f"Next mode, S = {S:.0e} cm/s: surface lifetime {tau_odd*ns:.4f} ns")
print("Neglected effects, main case (rough material inputs):")
print(f"  surface charge {charge:.0e} cm^-2: bending {y_face*kT_eV:.4f} eV")
print(f"    hole density at face times {np.exp(y_face):.3f}")
print(f"    tau_eff = {tau_charged*ns:.3f} ns, Debye length {debye*1e7:.1f} nm")
print(f"    surface field {field*1e-6:.4f} MV/cm")
print(f"  faces 0.5 S and 1.5 S: tau_eff = {uneven*ns:.4f} ns")
print(f"  full photon recycling: tau_eff = {recycled*ns:.4f} ns")
print(f"  quadratic loss / total rate = {100*B_rad*excess*tau0:.3f} %")
print(f"  ambipolar change of D = {100*(D_ambipolar/D-1):.2f} %")
print(f"  hole mean free path = {free_path*1e7:.2f} nm")
print(f"  kinetic ceiling on S = {speed/2:.2e} cm/s")
print(f"  doping / conduction-band density of states = {doping/Nc:.3f}")
print(f"  confinement energy / kT = {confinement/(const.k*T):.1e}")
print(f"  at {warm:.0f} K (S ~ T^0.5, mobility ~ T^-2): {tau_warm*ns:.3f} ns")
print("checks complete")
```

Running it gives:

```
Temperature 300 K, kT = 0.02585 eV
Hole mobility 120 cm2/Vs, D = 3.102 cm2/s
Thickness 1000 nm, S = 1e+04 cm/s
Bulk lifetime 50 ns
Doping 1e+17, excess 1e+15 cm^-3
Main case: SW/D = 0.3223, h = 0.1612
  root u = 0.39099
  W/(2S) = 5.0000 ns
  W^2/(pi^2 D) = 0.3266 ns
  W^2/(12 D) = 0.2686 ns
  tau_s = 5.2714 ns
  tau_eff = 4.7687 ns
S sweep: S cm/s | SW/D | u | lower, tau_s, upper ns | share | tau_eff ns
  1e+03 | 0.0322 | 0.1266 | 50.2686, 50.2689, 50.3266 | 0.9947 | 25.0670
  1e+04 | 0.3223 | 0.3910 | 5.2686, 5.2714, 5.3266 | 0.9485 | 4.7687
  1e+05 | 3.2235 | 1.0107 | 0.7686, 0.7889, 0.8266 | 0.6338 | 0.7766
  1e+06 | 32.2348 | 1.4793 | 0.3186, 0.3683, 0.3766 | 0.1358 | 0.3656
W sweep at S = 1e5 cm/s: W nm | SW/D | tau_s ns | local power of W
  100 | 0.322 | 0.0527 | 1.052
  1000 | 3.223 | 0.7889 | 1.384
  10000 | 32.235 | 36.8272 | 1.884
  100000 | 322.348 | 3306.7182 | 1.988
Equal terms: SW/D = 4.9348, S = 1.531e+05 cm/s
  surface share there = 0.5253
Largest error of the sum = 5.06 %
  found at SW/D = 5.11
Front-lit (200 nm decay), S = 1e6 cm/s: time ns | apparent lifetime ns
  0.02 | 0.1197
  0.10 | 0.2879
  0.30 | 0.3643
  1.00 | 0.3656
Next mode, S = 1e+04 cm/s: surface lifetime 0.2899 ns
Next mode, S = 1e+06 cm/s: surface lifetime 0.0920 ns
Neglected effects, main case (rough material inputs):
  surface charge 1e+11 cm^-2: bending 0.0221 eV
    hole density at face times 2.350
    tau_eff = 2.333 ns, Debye length 13.4 nm
    surface field 0.0145 MV/cm
  faces 0.5 S and 1.5 S: tau_eff = 4.9220 ns
  full photon recycling: tau_eff = 5.0074 ns
  quadratic loss / total rate = 0.048 %
  ambipolar change of D = 0.95 %
  hole mean free path = 6.70 nm
  kinetic ceiling on S = 6.95e+06 cm/s
  doping / conduction-band density of states = 0.176
  confinement energy / kT = 2.4e-05
  at 350 K (S ~ T^0.5, mobility ~ T^-2): 4.501 ns
checks complete
```
